\section*{Steady spin accumulation in a metal island beside a precessing magnet}

\section*{The problem}

A small island of normal metal touches a magnetic insulator. The magnet's direction $\vec m$, a unit vector, is driven steadily around the $z$ axis at a fixed cone angle $\theta$:
\begin{equation}
\dot{\vec m}=\omega\,\hat z\times\vec m,\qquad \vec m\cdot\hat z=\cos\theta,\qquad \omega>0 .
\end{equation}
The moving magnet sends spin into the island, and the island's spin acts back on the magnet. The task is to find the spin accumulation at which the island settles and the conditions under which it does so.

The spin accumulation $\vec\mu$ is an energy. For spins along $z$ it is $\mu_z=\mu_\uparrow-\mu_\downarrow$, the difference of the two electrochemical potentials, where ``up'' means spin angular momentum along $+z$. The assumptions are:
\begin{itemize}
\item The island has no spin relaxation and no spin--orbit coupling, and $\vec\mu$ is uniform in it.
\item The island has $N_1$ states per unit energy for each spin direction, constant over the energies that matter and treated as a continuum (part (h) states when this is allowed).
\item A static field along $z$ may act in the island, where it makes spins precess at the Larmor frequency $\Omega_L$ in the same sense as $\vec m$.
\item Every electron that meets the magnet is reflected, without change of channel. The reflection amplitudes vary little over the energy $\hbar\omega$ and over the thermal energy.
\end{itemize}

\section*{(a) The magnet at rest}

\textit{Go to the frame that rotates with the magnet. What spin bias does the static magnet see when the island has accumulation $\vec\mu$?}

\medskip
The one-electron Hamiltonian is
\begin{equation}
H(t)=h+\Delta(\vec r)\,\vec m(t)\cdot\vec\sigma+\tfrac12\hbar\Omega_L\sigma_z ,
\end{equation}
where $h$ does not act on spin and $\Delta$ is the exchange energy, nonzero inside the magnet. Let $U=e^{-i\omega t\sigma_z/2}$, which turns spins about $z$ by the angle $\omega t$, so that $U^\dagger H(t)U=H(0)$. With $\psi=U\phi$, the Schr\"odinger equation becomes $i\hbar\dot\phi=(U^\dagger HU-i\hbar U^\dagger\dot U)\phi$. Since $\dot U=-\tfrac{i}{2}\omega\sigma_zU$, the second term is $-\tfrac12\hbar\omega\sigma_z$, and
\begin{equation}
H_R=H(0)-\tfrac12\hbar\omega\,\sigma_z .
\end{equation}
This Hamiltonian is static.

An island with accumulation $\vec\mu$ has the occupation $f_0(H-\tfrac12\vec\mu\cdot\vec\sigma)$, with $f_0$ the Fermi function. In the rotating frame $H$ is replaced by $H_R+\tfrac12\hbar\omega\sigma_z$, and the occupation reads
\begin{equation}
f_0\!\left(H_R-\tfrac12\vec b\cdot\vec\sigma\right),\qquad \vec b=\vec\mu-\hbar\omega\hat z ,
\end{equation}
with $\vec\mu$ now given by its components in that frame. The static magnet therefore sees the bias $\vec b$, not $\vec\mu$. An island with $\vec\mu=0$ is out of balance with a rotating magnet.

\section*{(b) The spin current}

\textit{Find the spin current $\vec I$ that flows from the magnet into the island.}

\medskip
In channel $n$ the amplitudes are $r_\uparrow$ and $r_\downarrow$ for spin along $+\vec m$ and $-\vec m$. Total reflection means $|r_\uparrow|=|r_\downarrow|=1$, so $r_\uparrow r_\downarrow^*=e^{i\varphi_n}$. To first order in the bias, the incoming occupation departs from $f_0$ by $\delta F=(-f_0')\,\tfrac12\vec b\cdot\vec\sigma$, and the outgoing one by $r\,\delta F\,r^\dagger$. A channel carries $1/h$ electrons per unit time and energy, each with spin $\tfrac12\hbar\vec\sigma$. Hence
\begin{equation}
\vec I=\frac1h\,\frac\hbar2\sum_n\int d\varepsilon\,{\rm Tr}\,\vec\sigma\left(r\,\delta F\,r^\dagger-\delta F\right)
=\frac1{4\pi}\sum_n(\vec b_n'-\vec b),
\end{equation}
where $\vec b_n'$ is the bias vector after reflection. Three facts were used: $\tfrac12{\rm Tr}\,\vec\sigma(\vec b\cdot\vec\sigma)=\vec b$, $\int(-f_0')\,d\varepsilon=1$ and $\hbar/2h=1/4\pi$.

To find $\vec b_n'$, take axes 1, 2, 3 with $\vec m$ along 3. The diagonal elements of $\vec b\cdot\vec\sigma$ are unchanged by reflection, so the component along $\vec m$ is conserved. The upper off-diagonal element $b_1-ib_2$ is multiplied by $e^{i\varphi_n}$, which gives
\begin{equation}
b_1'=b_1\cos\varphi_n+b_2\sin\varphi_n,\qquad b_2'=b_2\cos\varphi_n-b_1\sin\varphi_n .
\end{equation}
Because $\vec m\times\vec b=(-b_2,b_1,0)$, this is $\vec b'_\perp=\cos\varphi_n\,\vec b_\perp-\sin\varphi_n\,\vec m\times\vec b$, where $\perp$ means perpendicular to $\vec m$. Define the mixing conductance
\begin{equation}
g_r+ig_i=\sum_n(1-r_\uparrow r_\downarrow^*),\qquad g_r=\sum_n(1-\cos\varphi_n),\quad g_i=-\sum_n\sin\varphi_n .
\end{equation}
Then $\sum_n(\vec b_n'-\vec b)=-g_r\vec b_\perp+g_i\,\vec m\times\vec b$. With $\vec x=-\vec b=\hbar\omega\hat z-\vec\mu$ and $\vec x_\perp=\vec m\times(\vec x\times\vec m)$,
\begin{equation}
\vec I=\frac1{4\pi}\left[g_r\,\vec x_\perp+g_i\,\vec x\times\vec m\right].
\label{current}
\end{equation}

For $\vec\mu=0$ we have $\vec x\times\vec m=\hbar\omega\hat z\times\vec m=\hbar\dot{\vec m}$, and the current is the pumped one,
\begin{equation}
\vec I_{\rm pump}=\frac{\hbar}{4\pi}\left[g_r\,\vec m\times\dot{\vec m}+g_i\,\dot{\vec m}\right].
\end{equation}
The terms in $\vec\mu$ are the backflow.

These formulas were tested on a tight-binding chain (150 sites, temperature 0.1 in units of the hopping) ending in six magnetic sites with exchange energy 3. The electrons were propagated in the laboratory frame, while $g_r=0.8875$ and $g_i=-0.9936$ came from static reflection, averaged over energy with the weight $-f_0'$. At $\theta=0.9$ rad and $\hbar\omega=0.010$, the formula gives
\[
I_z=\frac{\hbar\omega\,g_r\sin^2\theta}{4\pi}=\frac{0.010\times0.8875\times0.6136}{12.566}=4.334\times10^{-4},
\]
and propagation also gives $4.334\times10^{-4}$. So close a match is partly fortuitous, because the formula is of first order in $\omega$. The exact steady current, from scattering in the rotating frame, is $4.343\times10^{-4}$, or 0.2\% higher, and the gap shrinks to 0.04\% at $\hbar\omega=0.002$. The current is read about 40 sites from the magnet, so its transverse part lags behind $\vec m$. With the formula evaluated at the time of emission, 0.2 rad of precession earlier, the whole pumped vector differs from it by 0.35\% of its length; without that shift the difference would be about 17\%. For a static magnet and $\vec\mu=(0.004,0.007,-0.005)$, the backflow differs by 0.43\% of its length.

\section*{(c) The balance of spin in the island}

\textit{Write the equation of motion for $\vec x$.}

\medskip
In the field, spin up costs the extra energy $\tfrac12\hbar\Omega_L$, so the island is polarized even when $\vec\mu=0$. Its spin is
\begin{equation}
\vec S=\tfrac12\hbar N_1\left(\vec\mu-\hbar\Omega_L\hat z\right).
\end{equation}
It obeys $\dot{\vec S}=\Omega_L\hat z\times\vec S+\vec I$. The constant Zeeman part drops out on both sides, since it does not change in time and $\hat z\times\hat z=0$. Dividing by $\tfrac12\hbar N_1$ leaves
\begin{equation}
\dot{\vec\mu}=\Omega_L\hat z\times\vec\mu+\Gamma\vec x_\perp+\Gamma_i\,\vec x\times\vec m,\qquad
\Gamma=\frac{g_r}{2\pi\hbar N_1},\quad \Gamma_i=\frac{g_i}{2\pi\hbar N_1}.
\end{equation}
Now $\dot{\vec x}=-\dot{\vec\mu}$ and $\hat z\times\vec\mu=-\hat z\times\vec x$, so
\begin{equation}
\dot{\vec x}=-\Gamma\vec x_\perp-\Gamma_i\,\vec x\times\vec m+\Omega_L\hat z\times\vec x .
\label{motion}
\end{equation}

\section*{(d) The steady state}

\textit{Find the steady accumulation. When is it reached from every starting point?}

\medskip
Every term of (\ref{motion}) contains $\vec x$, so $\vec x=0$ is stationary at each instant, without averaging over a period. It means
\begin{equation}
\boxed{\;\vec\mu=\hbar\omega\,\hat z\;}
\end{equation}

It remains to show that $\vec x$ decays. In the rotating frame the rate of change is $\dot{\vec x}-\omega\hat z\times\vec x$, and $\vec m$ is fixed. With $\delta=\omega-\Omega_L$,
\begin{equation}
\left.\frac{d\vec x}{dt}\right|_{\rm rot}=-M\vec x,\qquad M\vec x=\Gamma\vec x_\perp+\Gamma_i\,\vec x\times\vec m+\delta\,\hat z\times\vec x .
\end{equation}
Let $\vec v$ be an eigenvector of $M$, possibly complex, with eigenvalue $\lambda$. The two cross products are real antisymmetric matrices, so they contribute only imaginary parts to $\vec v^{\,*}\!\cdot M\vec v$. The real part gives
\begin{equation}
{\rm Re}\,\lambda\;|\vec v|^2=\Gamma\,|\vec v_\perp|^2\ge0 .
\end{equation}
If $\Gamma>0$, a mode that does not decay must have $\vec v_\perp=0$, so $\vec v$ is parallel to $\vec m$. But $M\vec m=\delta\,\hat z\times\vec m$ is perpendicular to $\vec m$, so $\vec m$ can be an eigenvector only if $\delta\,\hat z\times\vec m=0$, that is, if $\delta\sin\theta=0$. Every mode therefore decays when
\begin{equation}
g_r>0,\qquad 0<\theta<\pi,\qquad \Omega_L\neq\omega .
\end{equation}

Under these conditions the final accumulation is $\hbar\omega$ along the precession axis. It does not depend on $\theta$, on the initial state, or on $g_r$, $g_i$ and $N_1$. The angle cancels because it enters gain and loss alike. When $\vec\mu$ lies along $z$, the magnet pumps the $z$ spin current $g_r\hbar\omega\sin^2\theta/4\pi$ and takes back $g_r\mu_z\sin^2\theta/4\pi$. A narrow cone pumps weakly and drains equally weakly.

Integration of the balance in the laboratory frame, with $\Gamma=0.8\,\omega$, $\Gamma_i=0.1\,\omega$ and $\Omega_L=0$, ends at $\mu_z=1.000000\,\hbar\omega$ for $\theta=15^\circ$, $40^\circ$ and $90^\circ$. On the chain of part (b), filling the electrons initially with $\vec\mu=\hbar\omega\hat z$ reduces the current to 0.066\% of the pumped one. This remainder is numerical error of the propagation: the exact value at that distance is about $10^{-4}\%$. Within a few sites of the magnet a current does persist (about 8\% of the pumped one five sites away), tied to the spin polarization that the magnet induces there. That filling is the equilibrium state of $H_R$, so this confirms that the state is stationary, not that it is approached.

\section*{(e) The time needed}

\textit{The final value does not depend on the angle. Does the rate of approach?}

\medskip
Choose unit vectors $\vec m$, $\vec e$ and $\vec f=\vec m\times\vec e$ such that $\hat z=\cos\theta\,\vec m+\sin\theta\,\vec e$, and write $\vec x=a\vec m+u\vec e+v\vec f$. The products needed are
\begin{align}
\vec x\times\vec m&=v\,\vec e-u\,\vec f,\\
\hat z\times\vec x&=\cos\theta\,(u\vec f-v\vec e)+\sin\theta\,(v\vec m-a\vec f).
\end{align}
Collecting components, with $\kappa=\Gamma_i-\delta\cos\theta$,
\begin{equation}
M=\begin{pmatrix}0&0&\delta\sin\theta\\0&\Gamma&\kappa\\-\delta\sin\theta&-\kappa&\Gamma\end{pmatrix},
\qquad \det M=\Gamma\,\delta^2\sin^2\theta .
\end{equation}
Let $\theta$ be small enough that $\delta^2\sin^2\theta\ll\Gamma^2+\kappa^2$; if $\Gamma$ and $\kappa$ are both small beside $\delta$, this demands much more than $\theta\ll1$. Two eigenvalues of $M$ then lie near those of the lower right block, $\Gamma\pm i\kappa$, whose product is $\Gamma^2+\kappa^2$. The determinant is the product of all three eigenvalues, so the remaining, slow one is
\begin{equation}
R\simeq\frac{\Gamma\,\delta^2\sin^2\theta}{\Gamma^2+\kappa^2}.
\label{slow}
\end{equation}
An island that starts with $\vec\mu=0$ has $\vec x=\hbar\omega\hat z$, which for small $\theta$ lies almost along $\vec m$ and hence in the slow mode. So $\mu_z\simeq\hbar\omega(1-e^{-Rt})$.

The reason for the slowness is that reflection cannot change spin along $\vec m$. Precession relative to the magnet, at the rate $\delta$, must first turn that spin aside. If $|\delta|\gg\Gamma,|\Gamma_i|$, then $R\simeq\Gamma\sin^2\theta$. If $|\delta|\ll\Gamma$, then $R\simeq\Gamma\delta^2\sin^2\theta/(\Gamma^2+\Gamma_i^2)$, and a stronger contact at fixed $g_i/g_r$ makes the approach slower.

The limits of small angle and long time do not commute. At fixed $\theta\neq0$, waiting gives $\hbar\omega$. At fixed time, closing the cone gives $Rt\to0$ and no accumulation.

\section*{(f) Where the result fails}

\textit{Treat the cases $\theta=0$ and $\Omega_L=\omega$, and a magnet that absorbs spin along $\vec m$.}

\medskip
For $\theta=0$ the magnet does not move. Then $M\hat z=0$, and an island that starts with $\vec\mu=0$ keeps $\vec\mu=0$.

For $\Omega_L=\omega$ the island's spins keep pace with the magnet. In the rotating frame $\delta=0$, the component $a$ is conserved, and the transverse part decays at the rate $\Gamma$. Starting from $\vec\mu=0$, we have $a=\hbar\omega\cos\theta$, so $\vec x\to\hbar\omega\cos\theta\,\vec m$ and
\begin{equation}
\vec\mu\to\hbar\omega\left(\hat z-\cos\theta\,\vec m\right),\qquad \mu_z=\hbar\omega\sin^2\theta .
\end{equation}
This state rotates with the magnet and depends on the angle. At $40^\circ$ it gives $\mu_z=0.413\,\hbar\omega$, as does direct integration.

A metallic magnet can absorb spin along $\vec m$. The state $\vec\mu=\hbar\omega\hat z$ has the component $\hbar\omega\cos\theta$ in that direction, which then leaks out, in part if the sink is weak and almost wholly if it is strong. Freedom from relaxation in the island is thus not enough: the magnet must not be a sink for that component either, except at $\theta=90^\circ$, where the component vanishes.

\section*{(g) Weak spin relaxation}

\textit{Add isotropic relaxation $-\nu\vec\mu$ to $\dot{\vec\mu}$ and find how the steady state changes.}

\medskip
Since $\vec\mu=\hbar\omega\hat z-\vec x$, the equation for $\vec x$ gains $+\nu(\hbar\omega\hat z-\vec x)$. The steady state in the rotating frame obeys
\begin{equation}
(M+\nu)\,\vec x=\nu\hbar\omega\hat z .
\label{loss}
\end{equation}
If $|\delta|\gg\Gamma,|\Gamma_i|,\nu$, the term $\delta\,\hat z\times\vec x$ can be balanced only if $\vec x$ is nearly parallel to $z$. Put $\vec x=x_z\hat z$ and take the $z$ component of (\ref{loss}). The cross products drop out and $\hat z\cdot\hat z_\perp=\sin^2\theta$, so $(\Gamma\sin^2\theta+\nu)x_z=\nu\hbar\omega$ and
\begin{equation}
\mu_z=\hbar\omega\,\frac{\sin^2\theta}{\sin^2\theta+\nu/\Gamma}.
\end{equation}
The angle has returned, and in this regime the ideal value needs $\sin^2\theta\gg\nu/\Gamma$. For $\theta=40^\circ$, $\Gamma=0.01\,\delta$, $\Gamma_i=0.001\,\delta$ and $\nu=0.005\,\delta$, the formula gives $0.4525\,\hbar\omega$ and the full linear system $0.4528\,\hbar\omega$.

A second estimate holds at small angle for any $\delta\neq0$, provided that $\nu$ is much smaller than both $\Gamma$ and $R/\sin^2\theta$. (The single exponential of part (e) omits terms of order $\hbar\omega\sin^2\theta$ and $\hbar\omega R/\Gamma$, which must stay small beside the result.) Equation (\ref{loss}) is solved by $\vec x=\nu\int_0^\infty e^{-\nu t}e^{-Mt}\hbar\omega\hat z\,dt$, the relaxation-free motion averaged over the spin's lifetime. With the single exponential of part (e),
\begin{equation}
\mu_z\simeq\hbar\omega\,\frac{R}{R+\nu}.
\label{estimate}
\end{equation}

\section*{(h) An aluminium island on a garnet film}

\textit{Evaluate the result for a magnet precessing at 10 GHz, and judge the neglected effects.}

\medskip
The parameters are rough values for aluminium at 10 K, where it is not superconducting, on a perpendicularly magnetized film of yttrium iron garnet. The island measures $200\times200\times50$ nm and touches the garnet through a window of 600 nm$^2$. It has 12 states per eV and nm$^3$ for each spin, and the contact has $g_r=5$ per nm$^2$ with $g_i=0.1\,g_r$. The ideal accumulation is
\[
\hbar\omega=41.4\ \mu{\rm eV}=6.63\times10^{-24}\ {\rm J}.
\]

The volume is $2\times10^6$ nm$^3$, so $N_1=12\times2\times10^6=2.4\times10^7$ per eV, and $g_r=5\times600=3000$. The island then holds $N_1\hbar\omega\approx993$ more up than down electrons, relative to its equilibrium in the field. Since $2\pi\hbar=\hbar\omega/(10^{10}\ {\rm s^{-1}})$,
\[
\Gamma=\frac{g_r\times10^{10}\ {\rm s^{-1}}}{N_1\hbar\omega}=\frac{3000\times10^{10}}{993}\ {\rm s^{-1}}=3.02\times10^{10}\ {\rm s^{-1}}.
\]

The detuning comes from the film's demagnetizing field, which acts in the film and not in the island. With $g=2$ for both, $\omega=\gamma(B-\mu_0M\cos\theta)$ and $\Omega_L=\gamma B$. At $20^\circ$, with the room-temperature value $\mu_0M=0.18$ T and $B=0.526$ T, the magnet feels $0.526-0.169=0.357$ T. With $\gamma=1.759\times10^{11}$ s$^{-1}$T$^{-1}$, $\delta=-\gamma\mu_0M\cos\theta=-1.759\times10^{11}\times0.18\times0.9397\ {\rm s^{-1}}=-2.975\times10^{10}$ s$^{-1}$. At 10 K the garnet's $\mu_0M$ is larger, about 0.25 T, which would raise $|\delta|$ by some 40\%; the simpler value is kept for this rough example.

Equation (\ref{slow}) needs $\kappa=(0.302+2.975\times0.940)\times10^{10}=3.10\times10^{10}$ s$^{-1}$. Then
\[
R\simeq\frac{3.02\times2.975^2\times0.117}{3.02^2+3.10^2}\times10^{10}\ {\rm s^{-1}}=1.67\times10^{9}\ {\rm s^{-1}},
\]
or a decay time of 0.60 ns, which the eigenvalue of $M$ confirms. The accumulation is 16.4 $\mu$eV after 0.3 ns, 33.6 $\mu$eV after 1 ns and 41.1 $\mu$eV after 3 ns. With the frequency held at 10 GHz by adjusting the field, the decay time is 9.2 ns at $5^\circ$ and 0.155 ns at $45^\circ$. The final value is 41.4 $\mu$eV at all three angles.

The absence of spin relaxation is the assumption that fails worst here. For a lifetime of 0.1 ns, a rough value for a thin film, the steady $\mu_z$ at $20^\circ$ is 6.3 $\mu$eV, or 15\% of the ideal. Equation (\ref{estimate}) gives $1.67/(1.67+10)=14\%$, which is closer than one may expect in general, since $\nu=10^{10}$ s$^{-1}$ is not small compared with $R/\sin^2\theta=1.4\times10^{10}$ s$^{-1}$. A lifetime of 10 ns, long for such a film, would restore 94\%. These figures move with the rough inputs. With $\mu_0M=0.25$ T the decay times at $20^\circ$ and $5^\circ$ become 0.45 and 7.0 ns, and 6.3 $\mu$eV and 94\% become 7.4 $\mu$eV and 96\%. With $g_i=-0.1\,g_r$ instead, they become 0.49 ns, 7.5 ns, 7.1 $\mu$eV and 95\%. The cone of $20^\circ$ is itself wide for driven garnet films, and a narrower one makes the loss worse. Contact over the whole lower face also lowers $\mu_z$: it raises $\Gamma$ about 67 times, and (\ref{slow}) then puts the decay time near 20 ns at the same angle and field. For a lifetime of 10 ns the steady $\mu_z$ falls from 94\% to 41\% of the ideal. For 0.1 ns it falls only from 15\% to 12\%, close to the value $\sin^2\theta$ of part (f), because the strong contact keeps up the part of $\vec\mu$ perpendicular to $\vec m$. Equation (\ref{estimate}), which would give 0.5\%, is outside its range there. These full-face figures assume a uniform $\vec\mu$, although $1/\Gamma\approx0.5$ ps is then comparable to the time for diffusion across the 50 nm. With a diffusion constant of 50 cm$^2$/s the decay time becomes about 15 ns and the 41\% becomes 47\%, while the 12\% stays.

For the small window at $20^\circ$, the other corrections to the mean are smaller. Thermal magnons let some spin along $\vec m$ enter the garnet. If that leak is taken, as an order-of-magnitude assumption, to be $\Gamma$ times the number of thermal magnons per unit $\hbar$ of magnet spin, then $\mu_z$ falls by 1\% or less at $20^\circ$. With a magnon stiffness of 5 meV nm$^2$, that number is $5\times10^{-4}$ for gapless magnons, $4\times10^{-4}$ with the gap $\hbar\omega$, and $3\times10^{-4}$ if $\mu_0M=0.25$ T is used as well. The leak competes with the slow rate $R$, not with $\Gamma$, so it matters more when $R$ is small: for these three numbers, with $\delta$ kept at its value for 0.18 T, the fall is 7 to 13\% at $5^\circ$, and 81 to 84\% for the full-face contact at $20^\circ$ with uniform $\vec\mu$. If 0.25 T is used in $\delta$ as well, the falls are about 6\% and 75\%. With an assumed diffusion constant of 50 cm$^2$/s, diffusion away from the window adds a resistance in series, about 0.22 of the contact's own. This diffusive estimate is rough, since the window's radius, 14 nm, is only about twice the mean free path of 7 nm that this diffusion constant implies. This lowers the effective $\Gamma$, which hardly changes the decay time here: at fixed $\kappa$, the rate (\ref{slow}) is largest at $\Gamma=|\kappa|$, close to the present values. For a lifetime of 0.1 ns it lowers the steady $\mu_z$ from 6.3 to about 6.0 $\mu$eV. The ideal final value is left alone, because no current flows at $\vec x=0$. Spin spreads over the island in about 0.8 ps, against $1/\omega=16$ ps, so a uniform $\vec\mu$ is reasonable. The thermal energy, 862 $\mu$eV, far exceeds $\hbar\omega$ but does not shift the mean accumulation, since temperature dropped out of the current in part (b). It does add noise. The excess of up over down electrons fluctuates by $\sqrt{2N_1k_BT}\approx200$ about its mean of 993, so $\mu_z$ fluctuates by about 8.5 $\mu$eV. This is a fifth of the ideal value and more than the 6.3 $\mu$eV left by a lifetime of 0.1 ns, so the values above are averages over time or over many islands. The level spacing $1/N_1=0.04$ $\mu$eV must be compared with $\hbar R$, which is 1.1 $\mu$eV at $20^\circ$ but only 0.07 $\mu$eV at $5^\circ$ and 0.03 $\mu$eV for the full-face contact. In a chaotic island without inelastic scattering the discrete levels stop the decay, and $\mu_z$ stays short of $\hbar\omega$ by a fraction of roughly 1 to 2 divided by $2\pi\hbar N_1R$. That is about 1\% at $20^\circ$, 10 to 15\% at $5^\circ$ and about a quarter for the full-face contact. In the last two cases the continuous density of states, and with it the full approach to $\hbar\omega$, relies on inelastic scattering that broadens the levels in a time short beside $2\pi\hbar N_1\approx99$ ns.

\section*{Computed values}
\begin{verbatim}
Chain: g_r = 0.8875, g_i = -0.9936 (per channel)
Chain: cone angle 0.9 rad, hbar*omega = 0.010 hopping
Chain: pumped current z, propagated 4.3339e-04 hopping
Chain: pumped current z, formula    4.3337e-04 hopping
Chain: pumped vector, relative error 0.35 %
Chain: backflow vector, relative error 0.43 %
Chain: current left at mu=hbar*omega 0.066 % of pumped
Chain: spin per site 7.9881e-04 hbar, formula 7.9914e-04 hbar
Balance integrated, 15 deg: mu_z = 1.000000 hbar*omega
Balance integrated, 40 deg: mu_z = 1.000000 hbar*omega
Balance integrated, 90 deg: mu_z = 1.000000 hbar*omega
Resonant island, 40 deg: mu_z = 0.4132 hbar*omega
Fast-precession test with loss: solved 0.4528, formula 0.4525 hbar*omega
Input: frequency 10 GHz, temperature 10 K
Input: island 200 x 200 x 50 nm, window 600 nm2
Input: states 12 per eV nm3 per spin
Input: g_r per area 5 per nm2, g_i/g_r = 0.1
Input: film mu0*M 0.18 T, diffusion 50 cm2/s
Input: magnon stiffness 5 meV nm2
Ideal accumulation hbar*omega = 41.36 ueV = 6.626e-24 J
N1 = 2.40e+07 per eV, g_r = 3000
Gamma = 3.022e+10 1/s, omega = 6.283e+10 1/s
At 20 deg: field 0.526 T, delta = -2.975e+10 1/s
Excess of up over down electrons N1*mu = 993
5 deg: steady 41.36 ueV, slowest decay time 9.199 ns
20 deg: steady 41.36 ueV, slowest decay time 0.600 ns
45 deg: steady 41.36 ueV, slowest decay time 0.155 ns
20 deg, after 0.3 ns: mu_z = 16.36 ueV
20 deg, after 1.0 ns: mu_z = 33.57 ueV
20 deg, after 3.0 ns: mu_z = 41.08 ueV
20 deg, after 10.0 ns: mu_z = 41.36 ueV
20 deg, spin lifetime 0.1 ns: mu_z = 6.30 ueV, 0.152 of ideal
20 deg, spin lifetime 10.0 ns: mu_z = 39.03 ueV, 0.944 of ideal
Thermal magnons per magnet spin (hbar): 5.43e-04
20 deg, magnon leak of that order: mu_z = 0.991 of ideal
Spreading conductance of window 13717, g_r/spreading = 0.219
Diffusion time side^2/(pi^2 D) = 0.81 ps, 1/omega = 15.9 ps
Spin diffusion length at 0.1 ns: 707 nm
Thermal energy 862 ueV, level spacing 1/N1 = 0.042 ueV
\end{verbatim}
